# Zener tunnelling in two bands and the width of Wannier-Stark resonances, part 1

(Sections cited here and not found follow in the second part.)

## First half: one passage through the gap

### The fact to be explained

An electron moves in a model crystal of period 1 nm with a lowest gap of 0.1 eV. A uniform force $F$ pulls on it. Its long-lived states, the Wannier-Stark resonances, have an energy width of 1.28 μeV at $F=0.005$ eV/nm and of 56.1 μeV at $F=0.010$ eV/nm. The force has doubled and the width has grown 44 times. Over the same step the spacing of the resonances merely doubles, from 5 to 10 meV.

Two values cannot fix a law, but so steep a growth suggests an exponential of $-1/F$, as in tunnelling. Two questions follow: what is the probability that the electron crosses the gap, and how does this dimensionless probability become an energy width? This half answers the first.

### What the force does to a Bloch wave

The description is that of one electron without collisions. The force $F>0$ points along $+x$, so the Hamiltonian is

$$H=\frac{p^2}{2M}+U(x)-Fx,\qquad U(x+a)=U(x),$$

where $M$ is the bare mass and $a$ the period. For an electron in an electric field, $F$ is the elementary charge times the field strength; 0.01 eV/nm corresponds to $10^7$ V/m.

The term $-Fx$ spoils the periodicity, but a change of phase restores it. Write $\psi=e^{iFxt/\hbar}\varphi$. The time derivative gives

$$i\hbar\,\partial_t\psi=e^{iFxt/\hbar}\left(-Fx\,\varphi+i\hbar\,\partial_t\varphi\right),$$

and the momentum operator, moved through the phase factor, becomes $p+Ft$. The terms $-Fx\varphi$ on the two sides cancel, which leaves

$$i\hbar\,\partial_t\varphi=\left[\frac{(p+Ft)^2}{2M}+U(x)\right]\varphi .$$

This Hamiltonian is periodic in $x$. A solution that starts as $\varphi=e^{ik_0x}u$, with $u$ periodic, keeps that form, and $u$ evolves under the usual Bloch Hamiltonian at the wave number

$$k(t)=k_0+\frac{Ft}{\hbar}.$$

The force therefore carries each Bloch wave steadily through the Brillouin zone. It can change bands on the way, but it does not mix different $k_0$.

### Two bands near the zone boundary

Take $U=2V\cos Gx=V(e^{iGx}+e^{-iGx})$ with $G=2\pi/a$ and $V>0$. Near the zone boundary put $k=G/2+q$. The plane waves with wave numbers $G/2+q$ and $-G/2+q$ have nearly equal energies, and $U$ couples them with strength $V$. Their kinetic energies are

$$\frac{\hbar^2}{2M}\left(\pm\frac G2+q\right)^2=\frac{\hbar^2}{2M}\left(\frac{G^2}{4}+q^2\right)\pm\frac{\hbar^2G}{2M}q .$$

If all other plane waves are left out, the Hamiltonian in this pair is a common energy plus

$$h(q)=\begin{pmatrix}\hbar vq&E_g/2\\E_g/2&-\hbar vq\end{pmatrix},\qquad v=\frac{\hbar G}{2M},\quad E_g=2V.$$

The common energy multiplies both amplitudes by the same phase factor and cannot affect a probability. The rest of this half uses $h(q)$ alone, so it applies to any pair of bands of this form, whatever the origin of $v$ and $E_g$.

The eigenvalues of $h$ are $\pm\sqrt{E_g^2/4+\hbar^2v^2q^2}$. Their separation near $q=0$ is

$$\sqrt{E_g^2+4\hbar^2v^2q^2}\simeq E_g+\frac{2\hbar^2v^2q^2}{E_g}.$$

The reduced mass $m_r$ of the two band edges is defined by writing the last term as $\hbar^2q^2/(2m_r)$. Comparison gives $m_r=E_g/(4v^2)$. Without the common energy the two edges have masses of equal size, from $\hbar^2v^2q^2/E_g=\hbar^2q^2/(2m)$:

$$m=\frac{E_g}{2v^2}=2m_r .$$

The common term $\hbar^2q^2/2M$ changes the two edge masses separately but drops out of their separation. In general, therefore, the mass $m$ in the results below means $2m_r$. It is not the bare mass $M$.

### The equations of a passage

Count time from the moment when $q=0$. Then $q=Ft/\hbar$ and $\hbar vq=vFt$. With amplitudes $a_1,a_2$ of the two plane waves, coupling $\Delta=E_g/2$ and sweep rate $\alpha=2vF$,

$$i\hbar\dot a_1=\tfrac12\alpha t\,a_1+\Delta a_2,\qquad i\hbar\dot a_2=\Delta a_1-\tfrac12\alpha t\,a_2 .$$

The rate $\alpha$ is the speed at which the two uncoupled energies separate. Long before the passage, state 1 has the lower energy and coincides with the lower band. Long after it, state 1 has the higher energy and coincides with the upper band. An electron that starts in state 1 and stays there has thus crossed the gap, so that

$$P=|a_1(+\infty)|^2\quad\text{if}\quad |a_1(-\infty)|=1,\ a_2(-\infty)=0 .$$

The uncoupled phases are removed by $a_1=Ae^{-i\alpha t^2/4\hbar}$ and $a_2=Be^{+i\alpha t^2/4\hbar}$. The derivatives of the exponentials cancel the diagonal terms. With the scaled time and the single remaining parameter

$$\tau=t\sqrt{\alpha/\hbar},\qquad \delta=\frac{\Delta^2}{\hbar\alpha}=\frac{E_g^2}{8\hbar vF},$$

the equations become

$$A'=-i\sqrt\delta\,e^{i\tau^2/2}B,\qquad B'=-i\sqrt\delta\,e^{-i\tau^2/2}A .$$

### Simple case: a very small gap

For $\delta=0$ there is no gap, $A$ is constant and $P=1$: a free electron keeps its plane wave. For $\delta\ll1$, put $A=1$ on the right of the second equation:

$$B(\infty)\simeq-i\sqrt\delta\int_{-\infty}^{\infty}e^{-i\tau^2/2}d\tau=-i\sqrt{2\pi\delta}\,e^{-i\pi/4}.$$

The probability of remaining in the lower band is therefore $2\pi\delta$, and $P\simeq1-2\pi\delta$. The solution for a general gap must reproduce this limit.

### General gap: an integral that solves the equation

Differentiate the equation for $A'$ and insert $B'$:

$$A''=i\tau A'-\delta A\quad\Longrightarrow\quad A''-i\tau A'+\delta A=0 .$$

The coefficients are at most linear in $\tau$, so a Laplace integral $A=\int_C e^{s\tau}f(s)\,ds$ reduces the equation to first order. Each derivative brings down a factor $s$. In the middle term, $\tau e^{s\tau}=d(e^{s\tau})/ds$, and integration by parts gives

$$-i\tau A'=-i\int_C sf\,\frac{d e^{s\tau}}{ds}ds=i\int_C (sf)'e^{s\tau}ds ,$$

provided $sfe^{s\tau}$ vanishes at both ends of $C$. The differential equation holds if $s^2f+\delta f+i(sf)'=0$. For $g=sf$ this reads $g'/g=i(s+\delta/s)$, hence

$$f(s)=e^{is^2/2}s^{i\delta-1}.$$

For $s=Re^{i\vartheta}$ the first factor has modulus $\exp(-\tfrac12R^2\sin2\vartheta)$. It vanishes at infinity in the first and third quadrants, faster than $e^{s\tau}$ can grow. Choose $C$ to come in from infinity along $\arg s=\pi/4$, go once counterclockwise round the origin, and return to infinity along $\arg s=9\pi/4$. The power $s^{i\delta-1}$ is followed continuously, so it differs on the two rays.

**Early times.** Put $\tau=-T$ and $s=u/T$. Then

$$A(-T)=T^{-i\delta}\int_C e^{-u+iu^2/(2T^2)}u^{i\delta-1}du .$$

As $T\to\infty$ the quadratic term disappears and the integral tends to a constant $K$. To see that $K\ne0$, integrate by parts to replace $u^{i\delta-1}$ by $u^{i\delta}/(i\delta)$, then shrink the contour onto the positive axis:

$$K=\frac{e^{-2\pi\delta}-1}{i\delta}\,\Gamma(1+i\delta),$$

where $\Gamma(1+i\delta)$ is the gamma function, which has no zeros. Since $|T^{-i\delta}|=1$, $|A|$ tends to $|K|$. The derivative $A'$ contains one more factor $s=u/T$ and falls as $1/T$. As $|B|=|A'|/\sqrt\delta$, the second state is empty at early times, as required.

**Late times.** Put $\tau=+T$. Now $e^{sT}$ decays to the left, and the loop should open to the left. Keeping track of the argument of $s$, replace $C$ by three pieces:

1. from infinity at $\arg s=\pi/4$ to infinity at $5\pi/4$, through $s=iT$;
2. a loop from infinity at $5\pi/4$, round the origin, to infinity at $13\pi/4$;
3. from infinity at $13\pi/4$ back to infinity at $9\pi/4$, again through $iT$.

The end points lie where the integrand vanishes, so the total is unchanged. On the loop put $s=e^{i\pi}u/T$, with $u$ on the old contour $C$. Then $sT=-u$ and $s^2=u^2/T^2$, as in the early-time integral. The one change is

$$s^{i\delta-1}ds=(e^{i\pi})^{i\delta}\,T^{-i\delta}u^{i\delta-1}du=e^{-\pi\delta}\,T^{-i\delta}u^{i\delta-1}du .$$

The loop contributes $e^{-\pi\delta}A(-T)$.

On pieces 1 and 3 put $s=iT+e^{i\pi/4}y$ with real $y$. Then

$$sT+\tfrac12is^2=\tfrac12iT^2-\tfrac12y^2 ,$$

because the terms linear in $y$ cancel. This line stays at least $T/\sqrt2$ from the origin, so $|s^{i\delta-1}|\le\sqrt2/T$. Each piece is at most $(\sqrt2/T)\sqrt{2\pi}$ and vanishes as $T\to\infty$. Therefore

$$\left|\frac{A(+\infty)}{A(-\infty)}\right|=e^{-\pi\delta},\qquad P=e^{-2\pi\delta}.$$

For small $\delta$ this gives $1-2\pi\delta$, the result found above. A Runge-Kutta integration of the two-level equations from $\tau=-40$ to $40$, started and ended in the adiabatic states, gives $P=0.5335$, $0.1518$ and $0.0231$ for $\delta=0.1$, $0.3$ and $0.6$; the formula gives the same figures to within one unit in the last digit. At $\delta=0.1$ the small-gap estimate would be 0.37, so it is already poor there.

### Mass, gap and force

Insert $\delta=E_g^2/(8\hbar vF)$, then $v=\sqrt{E_g/2m}$:

$$P=\exp\left(-\frac{\pi E_g^2}{4\hbar vF}\right)=e^{-B/F},\qquad B=\frac{\pi\sqrt m\,E_g^{3/2}}{2\sqrt2\,\hbar}.$$

The numerical factor follows from $\sqrt2/4=1/(2\sqrt2)$. The power $3/2$ refers to a change of gap at fixed $m$. If the gap is changed at fixed $v$, as by changing $V$ in a given lattice, then $m$ grows in proportion to $E_g$ and the exponent grows as $E_g^2$.

### The opposite limit: a tunnelling barrier

For $\delta\gg1$ the result should agree with tunnelling through a barrier in space. At fixed total energy, the energy available to the band motion is $\epsilon=Fx$, measured from midgap with a suitable origin of $x$. Inside the gap $q$ is imaginary, $q=i\kappa$, and the eigenvalue condition of $h$ gives $\hbar v\kappa=\sqrt{E_g^2/4-\epsilon^2}$. The squared amplitude falls by the exponent

$$2\int\kappa\,dx=\frac{2}{\hbar vF}\int_{-E_g/2}^{E_g/2}\sqrt{\frac{E_g^2}{4}-\epsilon^2}\;d\epsilon=\frac{\pi E_g^2}{4\hbar vF}.$$

The integral is the area of a half disc of radius $E_g/2$. The exponent agrees with $B/F$. The barrier has length $E_g/F$, which explains the factor $1/F$. The barrier argument gives the exponent alone; the contour solution shows that the factor in front is one.

### Numbers for the crystal

Take $M$ equal to the free-electron mass $m_e$, $a=1$ nm and $V=0.05$ eV. With $\hbar^2/m_e=0.0762$ eV nm², $\hbar v=0.0762\times6.283/2=0.2394$ eV nm. Diagonalizing the Bloch Hamiltonian in ten plane waves gives $E_g=0.09997$ eV; a second difference of the band separation at the zone boundary gives $m=2m_r=0.0664\,m_e$. Hence

$$B=\frac{\pi\sqrt{0.0664}\,(0.09997)^{3/2}}{2\sqrt{2\times0.0762}}\ \text{eV/nm}=0.0328\ \text{eV/nm}.$$

At $F=0.01$ eV/nm the barrier is 10 nm long, or ten cells. The exponent is 3.28 and $P=0.0377$. At half the force the exponent doubles and $P=0.00142$.

The use of infinite initial and final times requires the passage to occupy a small part of the zone. Its extent in $q$ is set by the larger of $E_g/(2\hbar v)$, where the bands bend, and $\sqrt{F/(2\hbar v)}$, which is $|\tau|=1$. Here these are 0.21 and 0.14 nm⁻¹, against a zone of width 6.28 nm⁻¹. A gap comparable with $\hbar vG$, or a very strong force, would violate the condition.

## Second half: from repeated passages to a width

### Symbols and results carried over

A force $F$ along $+x$ acts on an electron in a crystal of period $a$, with $G=2\pi/a$, and moves its wave number as $k=k_0+Ft/\hbar$. Near the gap $E_g$ the two bands have energies $\pm\sqrt{E_g^2/4+\hbar^2v^2q^2}$, apart from a common term, and $m=E_g/(2v^2)$ is twice their reduced mass. In one passage the electron crosses to the other band with probability

$$P=e^{-B/F},\qquad B=\frac{\pi\sqrt m\,E_g^{3/2}}{2\sqrt2\,\hbar},$$

and remains in its band with probability $1-P$. The cosine crystal has potential $2V\cos Gx$ with $V=0.05$ eV, $a=1$ nm and bare mass $M=m_e$; for it $\hbar v=\hbar^2G/2M=0.2394$ eV nm and $B=0.0328$ eV/nm.

### Simple case: one isolated band

The wave number crosses the zone in the Bloch period

$$T_B=\frac{\hbar G}{F}=\frac{2\pi\hbar}{aF}.$$

Wave numbers that differ by $G$ describe the same Bloch wave. If the gap is never crossed, the amplitude of the band at $k_0$ returns after $T_B$ multiplied by a phase factor $e^{-i\theta}$. The phase $\theta$ does not depend on $k_0$, since another $k_0$ is another starting point on the same closed path.

A stationary state of energy $E$ is multiplied by $e^{-iET_B/\hbar}$ in the same time. The two factors must be equal, so $ET_B/\hbar=\theta+2\pi n$ with integer $n$, or

$$E_n=aF\left(n+\frac{\theta}{2\pi}\right).$$

This is the Wannier-Stark ladder. Its spacing can be found without any band theory: a state displaced by one cell along the force has the same kinetic and crystal energy, and its potential energy is lower by $aF$. The levels of an isolated band are sharp.

The probability $P=e^{-B/F}$ of crossing the gap in one passage is now known, and a single isolated band has been shown to give a ladder of sharp levels with spacing $aF$. It remains to find when and how repeated passages turn $P$ into an energy width, and to test the result against computed resonances.
